# Uniform-grid quadrature: exponential convergence for analytic functions, algebraic for kinks: a program that tests the result

```python
"""Uniform-grid quadrature: error laws from Poisson summation.

Result under test, for T = h * sum_j f(s + j h) and E = T - integral(f):
  f analytic in |Im z| < a, line integrals of |f| at most M:
      |E| <= 2 M / (exp(2 pi a / h) - 1)
  f with a jump J of its slope at x0:
      E = -(J h^2 / 2) B2(theta) + O(h^3), theta = frac((s - x0) / h)
  cusp of a density in three dimensions: E proportional to h^4.
Symbols: h spacing, s grid offset, alpha decay constant, c smoothing length,
F(k) = integral f(x) exp(-i k x) dx. Lengths are in bohr.
Model function: exp(-alpha sqrt(x^2 + c^2)); c = 0 gives the kink.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import kv, zeta

mp.mp.dps = 60
alpha, c = 2.0, 0.5
pi = np.pi


def model_transform(k, width):
    """Closed-form Fourier transform of the model function."""
    q = mp.sqrt(mp.mpf(alpha)**2 + mp.mpf(k)**2)
    if width == 0:
        return 2 * alpha / q**2
    return 2 * alpha * width * mp.besselk(1, width * q) / q


def line_error(h, width, offset=0.0):
    """Direct grid sum minus exact integral, in high precision."""
    h, s, w2 = mp.mpf(h), mp.mpf(offset), mp.mpf(width)**2
    n = int(70 / h)
    if offset == 0:
        total = mp.exp(-alpha * mp.sqrt(w2)) + 2 * mp.fsum(
            mp.exp(-alpha * mp.sqrt((j * h)**2 + w2)) for j in range(1, n + 1))
    else:
        total = mp.fsum(mp.exp(-alpha * mp.sqrt((s + j * h)**2 + w2))
                        for j in range(-n, n + 1))
    return h * total - model_transform(0, width)


# Fourier transform: closed form against quadrature of the definition
for k in (0.7, 3.0, 8.0):
    half = quad(lambda x: np.exp(-alpha * np.sqrt(x * x + c * c)), 0, 25,
                weight="cos", wvar=k, epsabs=1e-12, limit=300)[0]
    assert abs(2 * half - float(model_transform(k, c))) < 1e-9

# Contour shift: integral along Im z = -b against the transform
b_shift, k_shift = 0.3, 6.0


def shifted_integrand(x):
    z = x - 1j * b_shift
    return (np.exp(-alpha * np.sqrt(z * z + c * c) - 1j * k_shift * x)).real


shifted = 2 * quad(shifted_integrand, 0, 25, epsabs=1e-12, limit=500)[0]
shifted *= np.exp(-b_shift * k_shift)
direct_F = float(model_transform(k_shift, c))
assert abs(shifted - direct_F) < 1e-9

# Poisson summation with a shifted grid
h_p, s_p = 0.5, 0.13
poisson_direct = line_error(h_p, c, s_p)
poisson_series = mp.fsum(
    2 * model_transform(2 * mp.pi * m / h_p, c)
    * mp.cos(2 * mp.pi * m * mp.mpf(s_p) / h_p) for m in range(1, 41))
assert abs(poisson_direct - poisson_series) < 1e-30


# Strip bound
def line_norm(y):
    """Integral of |f(x + i y)| over x."""
    def integrand(x):
        root = np.sqrt(complex(x * x - y * y + c * c, 2 * x * y))
        return np.exp(-alpha * root.real)
    return 2 * (quad(integrand, 0, 1, epsabs=1e-11, limit=300)[0]
                + quad(integrand, 1, 25, epsabs=1e-11, limit=300)[0])


norms = [line_norm(y) for y in (0.0, 0.2, 0.4, 0.49, c)]
assert all(x < y for x, y in zip(norms, norms[1:]))
M = norms[-1]


def strip_bound(h):
    return 2 * M / np.expm1(2 * pi * c / h)


spacings = [1 / 2, 1 / 4, 1 / 8, 1 / 16, 1 / 32]
kink_err = [float(line_error(h, 0)) for h in spacings]
soft_err = [float(line_error(h, c)) for h in spacings]
for h, e in zip(spacings, soft_err):
    assert 0 < abs(e) <= strip_bound(h)
for s in (0.05, 0.13, 0.25, 0.4):
    assert abs(line_error(0.5, c, s)) <= strip_bound(0.5)

rates = [np.log(soft_err[i] / soft_err[i + 1])
         / (1 / spacings[i + 1] - 1 / spacings[i]) for i in range(4)]
gaps = [abs(r - 2 * pi * c) for r in rates]
assert all(x > y for x, y in zip(gaps, gaps[1:]))
assert gaps[-1] < 0.03 * 2 * pi * c
kink_order = np.log2(kink_err[-2] / kink_err[-1])
assert abs(kink_order - 2) < 0.01
assert abs(kink_err[-1] / (alpha * spacings[-1]**2 / 6) - 1) < 0.01

# Asymmetric kink: exp(-right x) for x > 0, exp(left x) for x < 0
right, left = 2.0, 1.0
J = -(right + left)
J2 = right**2 - left**2
third_norm = right**2 + left**2      # integral of |f'''| away from the kink


def asym_error(h, theta):
    j = np.arange(int(45 / h))
    total = (np.exp(-right * h * (j + theta)).sum()
             + np.exp(-left * h * (j + 1 - theta)).sum())
    return h * total - (1 / right + 1 / left)


def B2(t):
    return t * t - t + 1 / 6


def B3(t):
    return t**3 - 1.5 * t**2 + 0.5 * t


for h in (0.4, 0.2, 0.1, 0.05):
    remainder = 2 * zeta(3) * (abs(J2) + third_norm) * (h / (2 * pi))**3
    for theta in (0.0, 0.1, 0.3, 0.5, 0.85):
        assert abs(asym_error(h, theta) + J * h * h * B2(theta) / 2) <= remainder

theta_zero = (1 - 1 / np.sqrt(3)) / 2
special = [asym_error(h, theta_zero) for h in (0.04, 0.02)]
special_order = np.log2(abs(special[0] / special[1]))
assert abs(special_order - 3) < 0.05
special_pred = -J2 * 0.02**3 * B3(theta_zero) / 6
assert abs(special[1] / special_pred - 1) < 0.05

nodes, weights = np.polynomial.legendre.leggauss(24)
nodes, weights = (nodes + 1) / 2, weights / 2
h_rms = 0.05
rms = np.sqrt(sum(w * asym_error(h_rms, t)**2 for t, w in zip(nodes, weights)))
rms_pred = abs(J) * h_rms**2 / (12 * np.sqrt(5))
assert abs(rms / rms_pred - 1) < 0.01

# Converse: first harmonic of the error in the offset is F(2 pi / h)
h_c = 0.5
k_c = 2 * pi / h_c
harmonic = sum(w * asym_error(h_c, t) * np.exp(-2j * pi * t)
               for t, w in zip(nodes, weights))


def half_line(decay, kind):
    return quad(lambda x: np.exp(-decay * x), 0, 40, weight=kind, wvar=k_c,
                epsabs=1e-12, limit=300)[0]


F_asym = (half_line(right, "cos") + half_line(left, "cos")
          + 1j * (half_line(left, "sin") - half_line(right, "sin")))
assert abs(harmonic - F_asym) < 1e-9
max_err = max(abs(asym_error(h_c, t)) for t in np.linspace(0, 1, 201))
assert abs(F_asym) <= max_err

# Crossover for a nearly kinked function
c_small = 0.01
cross = {h: float(line_error(h, c_small)) for h in (1.0, 0.5, 0.01, 0.005)}
coarse_order = np.log2(cross[1.0] / cross[0.5])
fine_order = np.log2(cross[0.01] / cross[0.005])
assert abs(coarse_order - 2) < 0.2 and fine_order > 8


# Three dimensions: normalised density on a cubic grid
def cubic_error(h, width, cell_centre=False):
    n = int(round(18 / h))
    x = (np.arange(n + 1) + (0.5 if cell_centre else 0.0)) * h
    w = np.full(n + 1, 2.0)
    if not cell_centre:
        w[0] = 1.0
    r2 = (x**2)[:, None, None] + (x**2)[None, :, None] + (x**2)[None, None, :]
    values = np.exp(-alpha * np.sqrt(r2 + width**2))
    norm = 4 * pi * quad(
        lambda r: r * r * np.exp(-alpha * np.sqrt(r * r + width**2)),
        0, 40, epsabs=1e-14, epsrel=1e-13, limit=300)[0]
    return h**3 * float(((values @ w) @ w) @ w) / norm - 1


def index_squares(n):
    i = np.arange(-n, n + 1)
    sq = (i[:, None, None]**2 + i[None, :, None]**2
          + i[None, None, :]**2).astype(float)
    sign = 1 - 2 * ((i[:, None, None] + i[None, :, None]
                     + i[None, None, :]) % 2)
    return sq, sign


def partial_lattice_sum(n):
    sq, _ = index_squares(n)
    sq[n, n, n] = np.inf
    return (1 / sq**2).sum()


# The tail outside a cube of half-side n + 1/2 falls as 1 / (n + 1/2)
lattice_sum = (40.5 * partial_lattice_sum(40)
               - 20.5 * partial_lattice_sum(20)) / 20
h3 = [0.5, 0.25, 0.125]
cusp3 = [cubic_error(h, 0.0) for h in h3]
cusp3_pred = (alpha * h3[-1] / (2 * pi))**4 * lattice_sum
cusp3_order = np.log2(cusp3[1] / cusp3[2])
assert abs(cusp3[-1] / cusp3_pred - 1) < 0.02
assert abs(cusp3_order - 4) < 0.1

centre3 = cubic_error(0.25, 0.0, cell_centre=True)
sq, sign = index_squares(40)
G2 = sq * (2 * pi / 0.25)**2
centre3_series = (sign * (alpha**2 / (alpha**2 + G2))**2).sum() - 1
assert abs(centre3 / centre3_series - 1) < 0.01

soft3 = [cubic_error(h, c) for h in h3[:2]]
q3 = np.sqrt(alpha**2 + (2 * pi / 0.25)**2)
soft3_pred = 6 * (kv(2, c * q3) / q3**2) / (kv(2, c * alpha) / alpha**2)
assert abs(soft3[1] / soft3_pred - 1) < 0.03

print(f"decay constant alpha = {alpha:.1f} 1/bohr")
print(f"smoothing length c = {c:.2f} bohr")
print(f"exact integral, kinked = {float(model_transform(0, 0)):.6f} bohr")
print(f"exact integral, smooth = {float(model_transform(0, c)):.6f} bohr")
print(f"line norm M at Im z = c: {M:.5f} bohr")
print(f"F(k={k_shift:.1f}/bohr), closed form = {direct_F:.8f} bohr")
print(f"same from line Im z = -{b_shift:.1f} bohr = {shifted:.8f} bohr")
print(f"offset {s_p} bohr, h={h_p} bohr: direct error ="
      f" {float(poisson_direct):.8e} bohr")
print(f"same from Poisson series = {float(poisson_series):.8e} bohr")
print("h (bohr) | kink error | smooth error | strip bound (all bohr)")
for h, ek, es in zip(spacings, kink_err, soft_err):
    print(f"{h:.5f} | {ek:.4e} | {es:.4e} | {strip_bound(h):.4e}")
print(f"kink order, last two spacings = {kink_order:.4f}")
print("smooth rates, successive pairs = "
      + ", ".join(f"{r:.4f}" for r in rates) + " bohr")
print(f"limiting rate 2 pi c = {2 * pi * c:.4f} bohr")
print(f"asymmetric kink: decays right {right:.1f}, left {left:.1f} 1/bohr")
print(f"slope jump J = {J:.1f} 1/bohr; second jump J2 = {J2:.1f} 1/bohr^2")
for t in (0.0, 0.5):
    print(f"h=0.05 bohr, theta={t:.1f}: error {asym_error(0.05, t):.4e},"
          f" h^2 law {-J * 0.05**2 * B2(t) / 2:.4e} bohr")
print(f"rms error over offsets, h={h_rms} bohr = {rms:.4e} bohr")
print(f"rms law = {rms_pred:.4e} bohr")
print(f"exceptional offset theta = {theta_zero:.5f}")
print(f"error there, h=0.02 bohr = {special[1]:.4e} bohr")
print(f"h^3 law there = {special_pred:.4e} bohr")
print(f"order there = {special_order:.4f}")
print(f"h={h_c} bohr: |F(2 pi/h)| = {abs(F_asym):.5f} bohr")
print(f"h={h_c} bohr: largest error over offsets = {max_err:.5f} bohr")
print(f"nearly kinked, c = {c_small} bohr, 2 pi c = {2*pi*c_small:.4f} bohr")
print(f"local order, h 1 to 0.5 bohr = {coarse_order:.3f}")
print(f"local order, h 0.01 to 0.005 bohr = {fine_order:.3f}")
print(f"cubic lattice sum of 1/n^4 = {lattice_sum:.4f}")
for h, e in zip(h3, cusp3):
    print(f"3D cusp, h={h:.3f} bohr: error = {e:.4e} electrons")
print(f"3D h^4 law, h={h3[-1]:.3f} bohr = {cusp3_pred:.4e} electrons")
print(f"3D cusp order, last two spacings = {cusp3_order:.4f}")
print(f"3D cusp at cell centre, h=0.250 bohr = {centre3:.4e} electrons")
for h, e in zip(h3, soft3):
    print(f"3D smooth, h={h:.3f} bohr: error = {e:.4e} electrons")
print(f"3D smooth, six shortest G, h=0.250 bohr = {soft3_pred:.4e} electrons")
print("all good")
```

Printed output:

```
decay constant alpha = 2.0 1/bohr
smoothing length c = 0.50 bohr
exact integral, kinked = 1.000000 bohr
exact integral, smooth = 0.601907 bohr
line norm M at Im z = c: 0.78425 bohr
F(k=6.0/bohr), closed form = 0.01046412 bohr
same from line Im z = -0.3 bohr = 0.01046412 bohr
offset 0.13 bohr, h=0.5 bohr: direct error = -1.80683274e-05 bohr
same from Poisson series = -1.80683274e-05 bohr
h (bohr) | kink error | smooth error | strip bound (all bohr)
0.50000 | 8.1977e-02 | 2.8490e-04 | 2.9346e-03
0.25000 | 2.0747e-02 | 1.9315e-07 | 5.4699e-06
0.12500 | 5.2029e-03 | 2.4039e-13 | 1.9075e-11
0.06250 | 1.3017e-03 | 1.0373e-24 | 2.3199e-22
0.03125 | 3.2550e-04 | 5.4327e-47 | 3.4312e-44
kink order, last two spacings = 1.9997
smooth rates, successive pairs = 3.6482, 3.3992, 3.2711, 3.2065 bohr
limiting rate 2 pi c = 3.1416 bohr
asymmetric kink: decays right 2.0, left 1.0 1/bohr
slope jump J = -3.0 1/bohr; second jump J2 = 3.0 1/bohr^2
h=0.05 bohr, theta=0.0: error 6.2492e-04, h^2 law 6.2500e-04 bohr
h=0.05 bohr, theta=0.5: error -3.1243e-04, h^2 law -3.1250e-04 bohr
rms error over offsets, h=0.05 bohr = 2.7947e-04 bohr
rms law = 2.7951e-04 bohr
exceptional offset theta = 0.21132
error there, h=0.02 bohr = -1.9277e-07 bohr
h^3 law there = -1.9245e-07 bohr
order there = 3.0023
h=0.5 bohr: |F(2 pi/h)| = 0.01870 bohr
h=0.5 bohr: largest error over offsets = 0.06174 bohr
nearly kinked, c = 0.01 bohr, 2 pi c = 0.0628 bohr
local order, h 1 to 0.5 bohr = 2.013
local order, h 0.01 to 0.005 bohr = 10.604
cubic lattice sum of 1/n^4 = 16.5322
3D cusp, h=0.500 bohr: error = 1.0343e-02 electrons
3D cusp, h=0.250 bohr: error = 6.5874e-04 electrons
3D cusp, h=0.125 bohr: error = 4.1369e-05 electrons
3D h^4 law, h=0.125 bohr = 4.1435e-05 electrons
3D cusp order, last two spacings = 3.9931
3D cusp at cell centre, h=0.250 bohr = -1.5251e-04 electrons
3D smooth, h=0.500 bohr: error = 1.0933e-04 electrons
3D smooth, h=0.250 bohr: error = 3.1862e-08 electrons
3D smooth, six shortest G, h=0.250 bohr = 3.1718e-08 electrons
all good
```
